# Conversion of boron-doped silicon to n-type by thermal double donors: a program that tests the result

```python
"""
Result under test: silicon with N_A ionised acceptors and N_TD fully ionised
double donors has n > p exactly when N_TD > N_A/2.
n, p: electron and hole densities; n_i: intrinsic density (all cm^-3).
Energies are in eV, measured from the valence band edge; depths of donor
levels are measured down from the conduction band edge.
The independent road solves charge neutrality for the Fermi level with
Fermi-Dirac band integrals and the statistics of all donor charge states.
Material parameters are rough typical values for silicon.
"""
import numpy as np
from scipy.constants import e as Q, k as K_B
from scipy.optimize import brentq, minimize_scalar

N_A = 1.3e15
GAP = 1.12
NC300, NV300 = 2.9e19, 3.1e19
MU_N, MU_P = 1400.0, 470.0
T_ROOM, T_ANNEAL = 300.0, 723.0

# depths: first donor electron, second donor electron, acceptor
REAL = (0.07, 0.15, 0.045)
# levels moved far into the bands: every centre is fully ionised
IDEAL = (-1.0, -1.0, -1.0)
# second electron bound below the valence band: it is never released
SINGLE = (0.07, 1.5, 0.045)

GRID = np.linspace(0.0, 8.0, 401)
STEP = GRID[1] - GRID[0]


def thermal_energy(temp):
    return K_B * temp / Q


def band_densities(temp):
    scale = (temp / 300.0) ** 1.5
    return NC300 * scale, NV300 * scale


def intrinsic(temp):
    nc, nv = band_densities(temp)
    return np.sqrt(nc * nv) * np.exp(-GAP / (2 * thermal_energy(temp)))


def fermi_integral(eta):
    """Normalised order-1/2 integral, with energy = GRID squared."""
    values = GRID**2 / (1.0 + np.exp(GRID**2 - eta))
    return 4 / np.sqrt(np.pi) * STEP * (values.sum() - 0.5 * values[-1])


def donor_weights(fermi, temp, levels):
    """Weights of the + and neutral states relative to the ++ state."""
    kt = thermal_energy(temp)
    first, second, _ = levels
    plus = 2 * np.exp((fermi - GAP + second) / kt)
    neutral = np.exp((2 * (fermi - GAP) + first + second) / kt)
    return plus, neutral


def solve(n_td, temp=T_ROOM, levels=REAL, n_phos=0.0):
    """Return n, p and Fermi level from the full neutrality condition."""
    kt = thermal_energy(temp)
    nc, nv = band_densities(temp)

    def carriers(fermi):
        return (nc * fermi_integral((fermi - GAP) / kt),
                nv * fermi_integral(-fermi / kt))

    def charge(fermi):
        n, p = carriers(fermi)
        plus, neutral = donor_weights(fermi, temp, levels)
        mean_charge = (2 + plus) / (1 + plus + neutral)
        acceptor = 1 / (1 + 4 * np.exp((levels[2] - fermi) / kt))
        return p - n + mean_charge * n_td + n_phos - N_A * acceptor

    fermi = brentq(charge, 0.0, GAP, xtol=1e-15)
    n, p = carriers(fermi)
    return n, p, fermi


def numerical_threshold(temp=T_ROOM, levels=REAL, n_phos=0.0):
    """Donor density at which the solved n and p are equal."""
    def log_ratio(n_td):
        n, p, _ = solve(n_td, temp, levels, n_phos)
        return np.log(n / p)
    return brentq(log_ratio, 0.0, 2.5 * N_A, xtol=1e3, maxiter=300)


def closed_form(n_td, n_i):
    """Carrier densities for full ionisation, free of cancellation."""
    excess = 2 * n_td - N_A
    majority = abs(excess) / 2 + np.hypot(excess / 2, n_i)
    minority = n_i**2 / majority
    return (majority, minority) if excess >= 0 else (minority, majority)


def resistivity(n, p):
    return 1 / (Q * (MU_N * n + MU_P * p))


threshold = N_A / 2
ni = intrinsic(T_ROOM)
kt = thermal_energy(T_ROOM)
print(f"Boron density N_A = {N_A:.2e} cm^-3")
print(f"Threshold N_A/2 = {threshold:.2e} cm^-3")
print(f"Temperature = {T_ROOM:.0f} K, kT = {kt:.5f} eV")
print(f"Gap = {GAP:.2f} eV; Nc = {NC300:.1e}, Nv = {NV300:.1e} cm^-3")
print(f"Intrinsic density n_i = {ni:.3e} cm^-3")
print(f"Mobilities: electrons {MU_N:.0f}, holes {MU_P:.0f} cm2/Vs")
print(f"Donor depths = {REAL[0]:.2f} and {REAL[1]:.2f} eV below Ec")
print(f"Boron depth = {REAL[2]:.3f} eV above Ev")

# Closed carrier formulas against the numerical neutrality solution
print("Full ionisation, 300 K: N_TD, n, p (cm^-3), resistivity (ohm cm)")
for n_td in (0.0, 3e14, 6.4e14, 6.5e14, 6.6e14, 1e15):
    n, p = closed_form(n_td, ni)
    n_num, p_num, _ = solve(n_td, levels=IDEAL)
    assert abs(n / n_num - 1) < 2e-4 and abs(p / p_num - 1) < 2e-4
    kind = "n-type" if n_num > p_num * (1 + 1e-3) else (
        "p-type" if p_num > n_num * (1 + 1e-3) else "intrinsic")
    print(f"  {n_td:.2e}  {n:.3e}  {p:.3e}  {resistivity(n, p):.4g}  {kind}")

# Threshold with real levels, and its predicted small shift
print("Threshold with partial ionisation allowed:")
for temp in (250.0, 300.0, 400.0):
    found = numerical_threshold(temp)
    shift = found / threshold - 1
    energy = thermal_energy(temp)
    nc, nv = band_densities(temp)
    n_int = intrinsic(temp)
    weight_plus = 2 * n_int / nc * np.exp(REAL[1] / energy)
    weight_boron = 4 * n_int / nv * np.exp(REAL[2] / energy)
    predicted = weight_plus / 2 - weight_boron
    assert abs(shift) < 1e-4
    assert abs(shift / predicted - 1) < 0.03
    print(f"  {temp:.0f} K: {found:.5e} cm^-3, relative shift {shift:.2e}")

single = numerical_threshold(levels=SINGLE)
assert abs(single / N_A - 1) < 1e-4
print(f"Threshold if donors gave one electron = {single:.3e} cm^-3")

phosphorus = 1e14
with_phos = numerical_threshold(n_phos=phosphorus)
assert abs(with_phos / ((N_A - phosphorus) / 2) - 1) < 1e-4
print(f"Threshold with {phosphorus:.0e} cm^-3 phosphorus = "
      f"{with_phos:.3e} cm^-3")
print(f"  relative change = {100 * (with_phos / threshold - 1):.1f} %")
boron_error = 0.05
print(f"Boron error of {100 * boron_error:.0f} % moves threshold by "
      f"{boron_error * threshold:.2e} cm^-3")

# Measured signs of conversion: Hall zero and resistivity maximum
ratio = MU_N / MU_P


def hall_numerator(offset):
    n, p, _ = solve(threshold - offset, levels=IDEAL)
    return p * MU_P**2 - n * MU_N**2


def conductivity(scaled_offset):
    n, p, _ = solve(threshold - scaled_offset * ni, levels=IDEAL)
    return (MU_N * n + MU_P * p) / ni


hall_offset = brentq(hall_numerator, 0.0, 10 * ni, xtol=1e3)
hall_formula = ni * (ratio - 1 / ratio) / 2
assert abs(hall_offset / hall_formula - 1) < 1e-3
peak = minimize_scalar(conductivity, bounds=(0.0, 5.0), method="bounded",
                       options={"xatol": 1e-6})
peak_offset = peak.x * ni
peak_formula = ni * (np.sqrt(ratio) - 1 / np.sqrt(ratio)) / 2
assert abs(peak_offset / peak_formula - 1) < 1e-3
peak_resistivity = 1 / (Q * peak.fun * ni)
assert abs(peak_resistivity * 2 * Q * ni * np.sqrt(MU_N * MU_P) - 1) < 1e-3
print(f"Mobility ratio b = {ratio:.3f}")
print(f"Hall zero lies {hall_offset:.2e} cm^-3 below N_A/2")
print(f"Resistivity peak lies {peak_offset:.2e} cm^-3 below N_A/2")
print(f"Peak resistivity = {peak_resistivity:.3e} ohm cm")

# Incomplete ionisation well past conversion
n_td = 1e15
n_ideal, _ = closed_form(n_td, ni)
n_real, p_real, fermi = solve(n_td)
plus, neutral = donor_weights(fermi, T_ROOM, REAL)
loss = n_ideal - n_real
estimate = n_td * 2 * n_ideal / NC300 * np.exp(REAL[1] / kt)
assert loss > 0 and abs(estimate / loss - 1) < 0.10
print(f"At N_TD = {n_td:.1e} cm^-3 with partial ionisation, 300 K:")
print(f"  n = {n_real:.3e} cm^-3, Fermi level {GAP - fermi:.3f} eV below Ec")
print(f"  singly charged donors = "
      f"{100 * plus / (1 + plus + neutral):.2f} %")
print(f"  loss of n = {loss:.2e} cm^-3 = {100 * loss / n_ideal:.2f} %")
print(f"  first-order estimate of loss = {estimate:.2e} cm^-3")
print(f"  degeneracy measure n/Nc = {n_real / NC300:.1e}")

# Crude mobility estimate: each ion counts with its charge squared
ion_density = N_A + 4 * n_td
mu_estimate = 70 + (1410 - 70) / (1 + (ion_density / 9e16) ** 0.7)
print(f"  charge-squared-weighted ion density = {ion_density:.2e} cm^-3")
print(f"  rough electron mobility = {mu_estimate:.0f} cm2/Vs, "
      f"change {100 * (mu_estimate / MU_N - 1):.0f} %")

# The same sample at the anneal temperature is close to intrinsic
n_hot, p_hot, _ = solve(n_td, T_ANNEAL)
ni_hot = intrinsic(T_ANNEAL)
assert ni_hot > N_A and 1 < n_hot / p_hot < 1.2
print(f"At {T_ANNEAL:.0f} K (fixed gap): n_i = {ni_hot:.2e} cm^-3, "
      f"n/p = {n_hot / p_hot:.3f}")

print("ALL CHECKS PASSED")
```

It prints:

```
Boron density N_A = 1.30e+15 cm^-3
Threshold N_A/2 = 6.50e+14 cm^-3
Temperature = 300 K, kT = 0.02585 eV
Gap = 1.12 eV; Nc = 2.9e+19, Nv = 3.1e+19 cm^-3
Intrinsic density n_i = 1.173e+10 cm^-3
Mobilities: electrons 1400, holes 470 cm2/Vs
Donor depths = 0.07 and 0.15 eV below Ec
Boron depth = 0.045 eV above Ev
Full ionisation, 300 K: N_TD, n, p (cm^-3), resistivity (ohm cm)
  0.00e+00  1.058e+05  1.300e+15  10.22  p-type
  3.00e+14  1.966e+05  7.000e+14  18.97  p-type
  6.40e+14  6.880e+06  2.000e+13  664  p-type
  6.50e+14  1.173e+10  1.173e+10  2.845e+05  intrinsic
  6.60e+14  2.000e+13  6.880e+06  222.9  n-type
  1.00e+15  7.000e+14  1.966e+05  6.369  n-type
Threshold with partial ionisation allowed:
  250 K: 6.50000e+14 cm^-3, relative shift 5.45e-09
  300 K: 6.50000e+14 cm^-3, relative shift 1.25e-07
  400 K: 6.50004e+14 cm^-3, relative shift 5.80e-06
Threshold if donors gave one electron = 1.300e+15 cm^-3
Threshold with 1e+14 cm^-3 phosphorus = 6.000e+14 cm^-3
  relative change = -7.7 %
Boron error of 5 % moves threshold by 3.25e+13 cm^-3
Mobility ratio b = 2.979
Hall zero lies 1.55e+10 cm^-3 below N_A/2
Resistivity peak lies 6.72e+09 cm^-3 below N_A/2
Peak resistivity = 3.280e+05 ohm cm
At N_TD = 1.0e+15 cm^-3 with partial ionisation, 300 K:
  n = 6.846e+14 cm^-3, Fermi level 0.275 eV below Ec
  singly charged donors = 1.54 %
  loss of n = 1.54e+13 cm^-3 = 2.20 %
  first-order estimate of loss = 1.60e+13 cm^-3
  degeneracy measure n/Nc = 2.4e-05
  charge-squared-weighted ion density = 5.30e+15 cm^-3
  rough electron mobility = 1248 cm2/Vs, change -11 %
At 723 K (fixed gap): n_i = 1.40e+16 cm^-3, n/p = 1.051
ALL CHECKS PASSED
```
